# Anomalous skin effect at a diffuse wall by Wiener–Hopf factorization

A metal fills the half-space $z>0$. A tangential electric field $E(z)e^{-i\omega t}$ along $x$, with $\omega>0$, drives its electrons. The Fermi surface is a sphere, scattering is described by one relaxation time $\tau$, the response is linear, and displacement current is neglected. Gaussian units are used, with

$$\ell=v_F\tau,\qquad \sigma_0=\frac{ne^2\tau}{m},\qquad a=1-i\omega\tau .$$

When the field varies over a depth shorter than the mean free path $\ell$, the current at a point depends on the field along the whole path of each electron, and so on what happens at the wall. The problem compares two walls. A specular wall reverses $v_z$ and preserves $v_x$. A diffuse wall sends electrons back with no memory of their tangential drift.

## (a) Current and field equations

**Find the current for each wall, the conductivity $\sigma(q)$ of the bulk metal, and the equation for $E$.**

**Solution.** Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\Phi$. For charge $-e$ the linearized Boltzmann equation is

$$-i\omega\Phi+v_z\Phi'+\Phi/\tau=-eEv_x .$$

With $\Phi=-e\tau v_x g$ and $v_z=v_F\mu$, multiplication by $\tau$ gives

$$\ell\mu\, g'+a\,g=E. \tag{1}$$

The density of states at the Fermi energy is $3n/(mv_F^2)$, and the azimuthal average of $v_x^2$ is $v_F^2(1-\mu^2)/2$. The average over $\mu$ brings another factor $1/2$, so

$$j=\frac{3\sigma_0}{4}\int_{-1}^{1}(1-\mu^2)\,g\,d\mu. \tag{2}$$

At a diffuse wall $g(0,\mu)=0$ for $\mu>0$. Integrating (1) from the wall for $\mu>0$, and from deep inside for $\mu<0$, gives

$$g=\int_0^z\frac{dz'}{\ell\mu}E(z')e^{-a(z-z')/\ell\mu},\qquad
g=\int_z^\infty\frac{dz'}{\ell|\mu|}E(z')e^{-a(z'-z)/\ell|\mu|}.$$

Inserting both into (2),

$$j(z)=\int_0^\infty K(z-z')E(z')dz',\qquad K(z)=\frac{3\sigma_0}{4\ell}\int_0^1\frac{1-\mu^2}{\mu}e^{-a|z|/\ell\mu}d\mu .$$

At a specular wall $g(0,\mu)=g(0,-\mu)$. If $E$ is continued evenly to $z<0$, equation (1) is unchanged under $(z,\mu)\to(-z,-\mu)$, so the solution in infinite metal meets this condition by itself. The same kernel then acts on the even field over all $z'$.

Since $\int e^{-\alpha|z|-iqz}dz=2\alpha/(\alpha^2+q^2)$ with $\alpha=a/\ell\mu$, the transform of $K$ is

$$\sigma(q)=\frac{3\sigma_0}{2a}\int_0^1\frac{1-\mu^2}{1+t^2\mu^2}d\mu=\frac{3\sigma_0}{2at^3}\left[(1+t^2)\arctan t-t\right],\qquad t=\frac{q\ell}{a}. \tag{3}$$

The integral follows from $1-\mu^2=(1+t^{-2})-t^{-2}(1+t^2\mu^2)$. For large positive $q$, $\arctan t=\pi/2-1/t+\dots$, and

$$\sigma(q)=\frac{3\pi\sigma_0}{4q\ell}\left(1-\frac{4a}{\pi q\ell}+\dots\right). \tag{4}$$

The leading term contains $\sigma_0/\ell$, in which $\tau$ cancels.

Maxwell's equations read $E'=i\omega H/c$ and $-H'=4\pi j/c$. Hence

$$E''=-\frac{4\pi i\omega}{c^2}j,\qquad Z=\frac{4\pi}{c}\frac{E(0)}{H(0)}=\frac{4\pi i\omega}{c^2}\frac{E(0)}{E'(0)}. \tag{5}$$

## (b) The specular wall

**Express $E(0)/E'(0)$ as an integral.**

**Solution.** The even field has a slope jump $2E'(0)$ at $z=0$. The transform of $E''$ without the resulting delta function is $-q^2\hat E-2E'(0)$. Equation (5) becomes $D\hat E=-2E'(0)$, where

$$D(q)=q^2-\frac{4\pi i\omega}{c^2}\sigma(q).$$

Inverting at $z=0$, with $D$ even,

$$\frac{E(0)}{E'(0)}=-\frac{2}{\pi}\int_0^\infty\frac{dq}{D(q)}. \tag{6}$$

## (c) The diffuse wall: factorization

**Set up the Wiener–Hopf equation, justify the factorization, and find the transform of the field.**

**Solution.** The equation now holds for $z>0$ only. Define

$$E_+(q)=\int_0^\infty E\,e^{-iqz}dz,\qquad F_-(q)=\frac{4\pi i\omega}{c^2}\int_{-\infty}^0dz\,e^{-iqz}\int_0^\infty K(z-z')E(z')dz'.$$

Two integrations by parts turn $E''$ into $-E'(0)-iqE(0)-q^2E_+$. The convolution over all $z$ transforms to $\sigma E_+$, and its part at $z<0$ is $F_-$. Therefore

$$D(q)E_+(q)=-E'(0)-iqE(0)-F_-(q). \tag{7}$$

$E_+$ is analytic for $\mathrm{Im}\,q<0$ and $F_-$ for $\mathrm{Im}\,q>0$. Because $K$ decays as $e^{-|z|/\ell}$ or faster, $F_-$ extends to $\mathrm{Im}\,q>-1/\ell$. We seek a field that decays exponentially, so $E_+$ extends a little above the real axis. The branch points of $\sigma$ lie at $q=\pm ia/\ell$, with imaginary parts $\pm1/\ell$. All terms thus share a strip around the real axis.

The function $D$ has no zero there if the strip is narrow enough. To see this, write (3) for real $q$ as

$$\sigma(q)=\frac{3\sigma_0}{4}\int_{-1}^1\frac{1-\mu^2}{a+iq\ell\mu}d\mu,\qquad
\mathrm{Re}\,\sigma=\frac{3\sigma_0}{4}\int_{-1}^1\frac{(1-\mu^2)\,d\mu}{1+(q\ell\mu-\omega\tau)^2}>0 .$$

So $\mathrm{Im}\,D<0$ on the whole real axis: positive absorption keeps $D$ in the lower half of its complex plane. Take $p>0$ larger than the half-width of the strip. Then

$$f(q)=\ln\frac{D(q)}{q^2+p^2}$$

is continuous with the principal logarithm and vanishes at both ends of the axis, so there is no winding. Cauchy's formula splits it as $f=f_++f_-$, with

$$f_+(q)=-\frac{1}{2\pi i}\int_{-\infty}^{\infty}\frac{f(k)}{k-q}dk\quad(\mathrm{Im}\,q<0),$$

and the opposite sign for $f_-$ when $\mathrm{Im}\,q>0$. Let $G_\pm=e^{f_\pm}$. Dividing (7) by $(q+ip)G_-$ gives

$$(q-ip)G_+E_+=-\frac{E'(0)+iqE(0)+F_-}{(q+ip)G_-}.$$

The left side is analytic in the lower half-plane, the right side in the upper, and they agree in the strip. Together they form one entire function. At large $|q|$, $G_\pm\to1$ and $E_+\to E(0)/(iq)$, so this function tends to $-iE(0)$. By Liouville's theorem it is constant:

$$E_+(q)=\frac{-iE(0)}{(q-ip)G_+(q)}. \tag{8}$$

## (d) The surface slope

**Remove the auxiliary $p$ and find $E'(0)/E(0)$.**

**Solution.** Put $q=-is$ with $s>0$, which makes $E_+$ a Laplace transform. Since $f$ is even and $1/(k+is)=(k-is)/(k^2+s^2)$, only the even part survives:

$$f_+(-is)=\frac{s}{\pi}\int_0^\infty\frac{f(k)}{k^2+s^2}dk .$$

Split $f=\ln(D/k^2)-\ln[(k^2+p^2)/k^2]$. The second piece requires

$$\frac{s}{\pi}\int_0^\infty\frac{\ln[(k^2+p^2)/k^2]}{k^2+s^2}dk=\ln\frac{s+p}{s}.$$

Both sides vanish at $p=0$, and both have the $p$-derivative $1/(s+p)$. Hence $G_+(-is)$ contains the factor $s/(s+p)$, which cancels the $p$ in (8):

$$\int_0^\infty E\,e^{-sz}dz=\frac{E(0)}{s}\exp\left[-\frac{s}{\pi}\int_0^\infty\frac{\ln(D/k^2)}{k^2+s^2}dk\right]. \tag{9}$$

For large $s$ the left side is $E(0)/s+E'(0)/s^2+\dots$. On the right, the exponent tends to $-(1/\pi s)\int_0^\infty\ln(D/k^2)dk$. Comparing the terms in $1/s^2$,

$$\frac{E'(0)}{E(0)}=-\frac1\pi\int_0^\infty\ln\frac{D(q)}{q^2}\,dq. \tag{10}$$

This holds for any ratio of skin depth to mean free path within the model.

Equations (6), (9) and (10) were tested against a solution that uses no Fourier transform. Equation (1) was discretized into 100 directions towards the wall and 100 away from it, and the decaying modes of the coupled linear system were fitted to each wall condition. Let $1/\kappa$ be the length defined in part (e). For $(\kappa\ell,\omega\tau)=(3,0)$, $(40,0.8)$ and $(199.9,1.257)$ the largest relative difference was $1.0\times10^{-11}$.

## (e) The extreme anomalous limit

**Evaluate both impedances when the field varies over a depth much shorter than $\ell/|a|$, and find their ratio.**

**Solution.** Keeping the leading term of (4),

$$D=q^2-\frac{i\kappa^3}{q},\qquad \kappa^3=\frac{3\pi^2\omega\sigma_0}{c^2\ell}=\frac{\omega e^2k_F^2}{\hbar c^2}. \tag{11}$$

The last form uses $\sigma_0/\ell=ne^2/(\hbar k_F)$ and $n=k_F^3/3\pi^2$. The limit is taken in the final integrals (6) and (10), after the factorization, because $1/|q|$ has no strip of analyticity.

Let $b=\kappa e^{-i\pi/6}$, so that $b^3=-i\kappa^3$ and $D=(q^3+b^3)/q$. Substitute $q=bx$ and rotate the path back to real $x$. The zeros of $q^3+b^3$ have arguments $\pi/6$, $-\pi/2$ and $5\pi/6$, so none is crossed. From

$$\int_0^\infty\frac{x^{r-1}}{1+x^3}dx=\frac{\pi/3}{\sin(\pi r/3)}$$

with $r=2$,

$$\int_0^\infty\frac{dq}{D}=\int_0^\infty\frac{q\,dq}{q^3+b^3}=\frac{2\pi}{3\sqrt3\,b}.$$

For the logarithm, integrate by parts. The boundary terms vanish, and $r=1$ gives

$$\int_0^\infty\ln\left(1+\frac{b^3}{q^3}\right)dq=\int_0^\infty\frac{3b^3}{q^3+b^3}dq=\frac{2\pi b}{\sqrt3}.$$

Equations (5), (6) and (10) then yield

$$Z_s=-\frac{8i\omega}{c^2}\,\frac{2\pi}{3\sqrt3\,b}=-\frac{16\pi i\omega}{3\sqrt3\,c^2b},\qquad
Z_d=-\frac{4\pi^2i\omega}{c^2}\,\frac{\sqrt3}{2\pi b}=-\frac{2\sqrt3\,\pi i\omega}{c^2b}, \tag{12}$$

$$\frac{Z_d}{Z_s}=2\sqrt3\cdot\frac{3\sqrt3}{16}=\frac98 .$$

Both impedances have the phase of $-i/b$, which is $-\pi/2+\pi/6=-60^\circ$. The ratio therefore applies to resistance and reactance alike. The wall changes the limiting impedance by a fixed factor, and $\tau$ has dropped out.

## (f) A second limit, and the approach to the first

**Find the ratio for a local metal, and the leading corrections at large $\kappa\ell/|a|$.**

**Solution.** Suppose $\sigma\propto|q|^{2-n}$ with a positive real coefficient and $2\le n\le3$, where $n$ is now an exponent and not the electron density. Then $D=q^2(1+b^n/q^n)$ with $b=\kappa e^{-i\pi/2n}$, where $\kappa$ is set by that coefficient. The same steps give

$$\int_0^\infty\frac{dq}{D}=\frac{\pi}{nb\sin(\pi/n)},\qquad \int_0^\infty\ln\frac{D}{q^2}dq=\frac{\pi b}{\sin(\pi/n)},\qquad \frac{Z_d}{Z_s}=\frac n2\sin^2\frac{\pi}{n}.$$

A local conductivity has $n=2$ and ratio 1: when the mean free path is much shorter than the skin depth, the wall hardly changes the impedance. For $n=3$ the ratio $9/8$ returns.

Now include the second term of (4). In the diffuse integral, for $|a|/\ell\ll q\ll\kappa$, it adds $-4a/(\pi q\ell)$ to $\ln(D/q^2)$. Integrating over this range gives $-(4a/\pi\ell)\ln(\kappa\ell/|a|)$. Since $Z_d$ is inversely proportional to the integral, whose leading value is $2\pi b/\sqrt3$,

$$\frac{\delta Z_d}{Z_d}\simeq\frac{2\sqrt3}{\pi^2}\frac{a}{b\ell}\ln\frac{\kappa\ell}{|a|},$$

up to a term of order $a/b\ell$ without the logarithm.

In the specular integral, $\delta D=-4ab^3/(\pi\ell q^2)$, so

$$\delta\int_0^\infty\frac{dq}{D}=\frac{4ab^3}{\pi\ell}\int_0^\infty\frac{dq}{(q^3+b^3)^2}.$$

Integration by parts gives $3b^3\int(q^3+b^3)^{-2}dq=2\int(q^3+b^3)^{-1}dq=4\pi/(3\sqrt3\,b^2)$. Dividing by the leading value $2\pi/(3\sqrt3\,b)$,

$$\frac{\delta Z_s}{Z_s}\simeq\frac{8a}{3\pi b\ell}.$$

The diffuse correction is larger by a logarithm. At $\omega\tau=0$ its real part is positive, so the ratio must finally approach $9/8$ from above. The full formulas at $\omega\tau=0$ show this:

| $\kappa\ell$ | $\lvert Z_d/Z_s\rvert$ |
|---:|---:|
| 0.01 | 1.0001 |
| 1 | 1.074 |
| 10 | 1.177 |
| 100 | 1.138 |
| 10 000 | 1.1253 |

The ratio is not monotonic: among the computed points it is largest at $\kappa\ell=10$. The expansion explains the final descent, not the height of the maximum.

## (g) A cold microwave resonator wall

**Evaluate the result at 10 GHz and 4 K for $n=8\times10^{22}\ \mathrm{cm^{-3}}$, the free-electron mass and $\tau=20$ ps. Judge the assumptions.**

**Solution.** These values give $v_F=1.543\times10^8$ cm/s, $\ell=30.86$ µm and $\omega\tau=1.257$. Equation (11) gives $1/\kappa=154.4$ nm. Then $\kappa\ell=199.9$, $|a|=\sqrt{1+1.257^2}=1.606$, and

$$\frac{\kappa\ell}{|a|}=\frac{199.9}{1.606}=124.5 .$$

Raising $\tau$ at fixed frequency cannot increase this parameter without limit: it tends to $\kappa v_F/\omega=159$.

An impedance of 1 s/cm corresponds to $c^2\times10^{-9}$ ohm, with $c$ in cm/s. From (12),

$$|Z_d|=\frac{2\sqrt3\,\pi\omega}{\kappa}\times10^{-9}\ \Omega=10.88\,(6.283\times10^{10})(1.544\times10^{-5})\times10^{-9}\ \Omega=10.6\ \mathrm{m\Omega}.$$

| Impedance in mΩ | Diffuse | Specular |
|---|---:|---:|
| Extreme limit | $5.28-9.14i$ | $4.69-8.13i$ |
| Full formula | $5.32-9.32i$ | $4.70-8.19i$ |

The full diffuse resistance is $5.92\times10^{-15}$ s/cm in Gaussian units. The full ratio is 1.136 in magnitude and 1.131 in resistance, within about 1% of $9/8$. The local conductivity $\sigma_0/a$ would give a resistance of 0.55 mΩ, nearly ten times too small for this model.

The parameters are round values for a wall of very pure metal. A mean free path of 31 µm is long, and less pure metal will have a shorter one. Halving $\tau$ raises the diffuse resistance by only 1.6%, but a tenfold shorter $\tau$ raises it by about 12%. Real Fermi surfaces are not spheres: for an ellipsoid of the same electron density, with one axis along the field and one normal to the surface, making the mass along the field 20% heavier and leaving the other two unchanged raises the limiting impedance by 5.2%.

The diffuse condition itself needs care. At $q\sim\kappa$, the denominator $a+iq\ell\mu$ selects electrons within an angle of order $\theta=|a|/\kappa\ell=0.46^\circ$ of the surface. Roughness of height $h$ changes their phase on reflection by about $2k_Fh\theta$, which reaches one radian at $h\approx4.7$ nm. A wall much smoother than this may reflect them almost specularly, while steeper electrons are still scattered diffusely, so the impedance moves gradually between the two limits as $h$ changes. The half-space geometry also assumes a wall that is flat on the scale $1/\kappa$; coarser roughness adds loss that the model does not contain. In the fully specular case the resistance falls from 5.32 to 4.70 mΩ, or by 12%.

A magnetic field parallel to the surface bends the electron paths, which the model takes as straight. Over a path $\ell/|a|$, an orbit of radius $R_c$ departs from a straight line by $(\ell/|a|)^2/2R_c$. This equals $1/\kappa$ at about 7 mT. Well below this value, counting the field of the wave as well, the paths of the grazing electrons may be taken as straight. The estimate does not give the size of the change in impedance above it, which depends on the wall and on the field direction and is not computed here. Displacement current is negligible here, since $(\omega/c\kappa)^2=1.0\times10^{-9}$. The remaining computed values are in the numerical output.

## Computed values

```
electron density: 8e+22 cm^-3
relaxation time: 20 ps
frequency: 10 GHz
temperature: 4 K
Fermi wave number: 1.333e+08 cm^-1
Fermi velocity: 1.543e+08 cm/s
Fermi energy: 6.77 eV
dc conductivity sigma0: 4.052e+20 s^-1
mean free path: 30.86 um
omega tau: 1.257
skin-layer scale 1/kappa: 154.4 nm
kappa ell: 199.9
kappa ell/|1-i omega tau|: 124.5
ceiling kappa vF/omega: 159.1
Z diffuse, extreme limit: 5.278-9.142j mOhm
Z specular, extreme limit: 4.692-8.126j mOhm
phase of limiting Z: -60 deg
Z diffuse, full: 5.316-9.324j mOhm
Z specular, full: 4.701-8.191j mOhm
R diffuse, full, Gaussian: 5.915e-15 s/cm
Z from local conductivity: 0.5531-1.583j mOhm
|Zd/Zs| full formulas: 1.13649
|Zd/Zs| direct solution: 1.13649
Rd/Rs full formulas: 1.13082
largest relative difference from direct solution, diffuse: 9.9e-12
largest relative difference from direct solution, specular: 1.0e-11
largest relative difference from direct solution, field: 9.1e-12
Zd/Zs for conductivity ~ q^(2-n), n=2.0: 1.00000
Zd/Zs for conductivity ~ q^(2-n), n=2.5: 1.13064
Zd/Zs for conductivity ~ q^(2-n), n=3.0: 1.12500
omega tau=0, kappa ell=0.01: |Zd/Zs|=1.00009, phase=-0.005 deg
omega tau=0, kappa ell=0.1: |Zd/Zs|=1.00273, phase=-0.152 deg
omega tau=0, kappa ell=1: |Zd/Zs|=1.07400, phase=-2.155 deg
omega tau=0, kappa ell=10: |Zd/Zs|=1.17682, phase=0.321 deg
omega tau=0, kappa ell=100: |Zd/Zs|=1.13810, phase=0.261 deg
omega tau=0, kappa ell=1000: |Zd/Zs|=1.12709, phase=0.049 deg
omega tau=0, kappa ell=10000: |Zd/Zs|=1.12529, phase=0.007 deg
displacement current (omega/(c kappa))^2: 1.0e-09
thermal smearing kT/EF: 5.1e-05
photon energy/EF: 6.1e-06
kappa/kF: 4.9e-04
change of R diffuse when tau is halved: 1.58 %
change of limiting Z, mass along field +20%: 5.20 %
typical grazing angle: 0.460 deg
roughness for unit phase at that angle: 4.67 nm
magnetic field that bends paths out of the layer: 7.33 mT
```
